# Order-a improvement and the determinant bound of twisted-mass lattice fermions

**Question.** Wilson's lattice quarks normally carry discretization errors linear in the lattice spacing $a$. Why do these errors drop out of many observables when the quark mass is rotated fully into the direction $i\gamma_5\tau_3$, with no correction term added to the action? And why does the same mass term keep the fermion determinant away from zero?

**Answer.** The two properties have different origins. The first comes from a discrete symmetry of the continuum theory under which every correction of odd order in $a$ changes sign. The second comes from the fact that the untwisted lattice Dirac operator becomes hermitian when multiplied by $\gamma_5$, and it holds whenever the twisted mass is nonzero, not only at full rotation.

## The action and the sign-reversing map

Take two degenerate flavours $\chi$ in Euclidean space, with hermitian $\gamma_\mu$ and $\gamma_5$, and the action density

$$\bar\chi\,[D_W+m_0+i\mu\gamma_5\tau_3]\,\chi,\qquad D_W=\tfrac12\gamma_\mu(\nabla_\mu+\nabla^*_\mu)-\tfrac{ar}{2}\nabla^*_\mu\nabla_\mu .$$

Here $\nabla_\mu$ and $\nabla^*_\mu$ are the forward and backward covariant differences, and $\tau_i$ acts on flavour. The second term of $D_W$ is the Wilson term. It removes the doublers, breaks chiral symmetry and shifts the untwisted mass, so that this mass vanishes at $m_0=m_c$ instead of $m_0=0$. Maximal twist means $m_0-m_c=O(a)$ at fixed $\mu\neq0$.

Consider the map

$$R:\quad \chi\to i\gamma_5\tau_1\chi,\qquad \bar\chi\to\bar\chi\, i\gamma_5\tau_1 .$$

A bilinear $\bar\chi\Gamma\chi$ becomes $-\bar\chi\gamma_5\tau_1\Gamma\gamma_5\tau_1\chi$. The three structures in the action therefore behave as follows:

- $\Gamma=\gamma_\mu$ gives $-\gamma_5\gamma_\mu\gamma_5=+\gamma_\mu$.
- $\Gamma=i\gamma_5\tau_3$ gives $-i\gamma_5\,\tau_1\tau_3\tau_1=+i\gamma_5\tau_3$.
- $\Gamma=1$ gives $-1$.

The kinetic term and the twisted mass are even; the Wilson term and the untwisted mass are odd. The eigenvalues of $i\gamma_5\tau_1$ are $\pm i$ in equal numbers, with unit product, so the integration measure is unchanged. On the lattice, $R$ thus relates the theory at $(r,m_0,\mu)$ to that at $(-r,-m_0,\mu)$.

This relation was tested in a random SU(3) field on $2^4$ sites. A charged pseudoscalar correlator is $-8.175\times10^{-3}$ at both parameter sets. If $r$ is reversed but $m_0=0.3$ is kept, it becomes $-2.141\times10^{-2}$.

## Why every odd order is odd

At long distance the lattice theory is described by a continuum action expanded in $a$ (the Symanzik expansion),

$$S_{\rm eff}=S_0+aS_1+a^2S_2+\dots,\qquad S_0\ni\bar\chi(\gamma_\mu D_\mu+i\mu\gamma_5\tau_3)\chi .$$

By dimensional analysis $S_k$ contains terms $\mu^jO$, where $O$ has dimension $4+k-j$. To find their $R$-parity we need a second map, $\mathcal D$, which counts dimensions:

$$x\to-x,\quad U_\mu(x)\to U_\mu^\dagger(-x-a\hat\mu),\quad \chi(x)\to e^{3i\pi/2}\chi(-x),\quad \bar\chi(x)\to e^{3i\pi/2}\bar\chi(-x).$$

The two phases multiply to $-1$, matching the odd dimension 3 of $\bar\chi\chi$. Each covariant derivative gives another $-1$, and the field strength, of dimension 2, gives $+1$. An operator of dimension $d$ is thus multiplied by $(-1)^d$.

On the lattice $\mathcal D$ exchanges $\nabla_\mu$ with $-\nabla^*_\mu$. The kinetic term is then even, while the Wilson term and both mass terms are odd. Now combine $\mathcal D$ with $R$:

- kinetic term: $(+)(+)=+$;
- Wilson term and $m_0$: $(-)(-)=+$;
- twisted mass: $(-)(+)=-$, which is undone by also replacing $\mu\to-\mu$.

The lattice action is invariant under $R\,\mathcal D\,(\mu\to-\mu)$, so each term of $S_{\rm eff}$ must be too. For $\mu^jO$ this requires

$$\eta_R(O)\,(-1)^{4+k-j}(-1)^j=1\quad\Longrightarrow\quad \eta_R(O)=(-1)^k .$$

Odd powers of $a$ come with $R$-odd operators. A nonzero untwisted mass $m_q=m_0-m_c$ would spoil the count, because each factor $m_q$ lowers the dimension of $O$ by one without a compensating sign. If $m_q$ is itself $O(a)$, it also brings one power of $a$, and the rule survives.

The same argument applies to a local field that $R\,\mathcal D\,(\mu\to-\mu)$ maps to itself up to a sign and the reflection of its position, such as a quark bilinear without derivatives or with symmetric differences: its order-$a^k$ correction has $R$-parity $(-1)^k$ relative to the field. A one-sided difference does not qualify, and it brings a linear error of its own. The field must also not mix with fields of lower dimension, which would bring negative powers of $a$; in four dimensions this excludes, for example, $\langle\bar\chi\chi\rangle$, which diverges as $1/a^3$, and $\langle\bar\chi i\gamma_5\tau_3\chi\rangle$, the physical condensate at maximal twist, which diverges as $\mu/a^2$. Hence the whole order-$a^k$ contribution to a correlator at separated points, including multiple insertions, has relative parity $(-1)^k$. These contributions are averaged with the $R$-invariant action $S_0$, where an $R$-odd quantity vanishes. An $R$-even correlator of such fields at separated points therefore has the form

$$\langle O\rangle=\langle O\rangle_0+a^2c_2+a^4c_4+\dots,$$

where the coefficients may contain logarithms of $a$. For an $R$-odd correlator of the same kind the even orders vanish, so it is zero in the continuum and generally begins at order $a$.

The first-order term can be seen explicitly at tree level, where it is $-\frac r2\bar\chi D^2\chi$. Splitting $\gamma_\mu\gamma_\nu$ into symmetric and antisymmetric parts gives

$$(\gamma D)^2=D^2+\tfrac14[\gamma_\mu,\gamma_\nu][D_\mu,D_\nu].$$

The equation of motion $\gamma D\chi=-i\mu\gamma_5\tau_3\chi$, used twice, gives

$$(\gamma D)^2\chi=+i\mu\gamma_5\tau_3\,\gamma D\chi=\mu^2\chi ,$$

where the sign changed because $\gamma_\mu$ anticommutes with $\gamma_5$. On shell, then, $\bar\chi D^2\chi$ reduces to $\mu^2\bar\chi\chi$ and a coupling of the quark spin to the field strength. Both are $R$-odd.

## Why chiral symmetry breaking does no harm

$R$ looks like a chiral rotation, and the QCD vacuum breaks chiral symmetry. To see why the argument survives, pass to the basis with an ordinary mass,

$$\psi=e^{i\pi\gamma_5\tau_3/4}\chi,\qquad \bar\psi=\bar\chi e^{i\pi\gamma_5\tau_3/4}.$$

The mass term becomes $\mu\bar\psi\, i\gamma_5\tau_3\,e^{-i\pi\gamma_5\tau_3/2}\psi=\mu\bar\psi\, i\gamma_5\tau_3(-i\gamma_5\tau_3)\psi=\mu\bar\psi\psi$. Since $\gamma_5\tau_1$ anticommutes with $\gamma_5\tau_3$, $R$ acts as

$$\psi\to e^{i\pi\gamma_5\tau_3/4}\,i\gamma_5\tau_1\,e^{-i\pi\gamma_5\tau_3/4}\psi=i\gamma_5\tau_1(-i\gamma_5\tau_3)\psi=\tau_1\tau_3\psi=-i\tau_2\psi .$$

This is an isospin rotation by $\pi$. I use as input that continuum QCD with a positive degenerate quark mass does not break isospin spontaneously.

The input needs the mass term to select the vacuum, so $a$ must go to zero at fixed $\mu$. Tuning sets a further condition. A leftover $m_q\sim a\Lambda^2$, with $\Lambda$ the strong-interaction scale, changes the total mass to $\sqrt{\mu^2+m_q^2}\simeq\mu(1+m_q^2/2\mu^2)$. This is formally an $a^2$ effect, but it is small only for $\mu\gg a\Lambda^2$. At smaller $\mu$ a better determination of $m_c$ is needed.

## A free quark at any twist

Write $m_q=M\cos\omega$ and $\mu=M\sin\omega$, and set $r=1$. Without gauge fields $m_c=0$. At zero spatial momentum the propagator has its pole where

$$\sin^2p+(am_q+1-\cos p)^2+(a\mu)^2=0 .$$

Insert $p=iaE$, so that $\sin^2p=-\sinh^2aE=1-\cosh^2aE$. The squares of $\cosh aE$ cancel, leaving

$$1+(1+am_q)^2+(a\mu)^2=2(1+am_q)\cosh aE .$$

Subtracting $2(1+am_q)$ from both sides and using $\cosh aE-1=2\sinh^2(aE/2)$ gives

$$2\sinh\frac{aE}{2}=\frac{aM}{\sqrt{1+aM\cos\omega}},\qquad E=M\left(1-\tfrac12aM\cos\omega+O(a^2M^2)\right).$$

The linear error is proportional to $\cos\omega$. At maximal twist $E=M(1-a^2M^2/24+\dots)$. For $aM=0.1$ the ratio $E/M$ is 0.9531 without twist, 0.9755 at $60^\circ$ and 0.9996 at $90^\circ$.

The cosine also appears with gauge fields. For a spin-scalar term $X$, which commutes with $\gamma_5$,

$$\bar\chi X\chi=\bar\psi Xe^{-i\omega\gamma_5\tau_3}\psi=\cos\omega\,\bar\psi X\psi-i\sin\omega\,\bar\psi X\gamma_5\tau_3\psi .$$

The last term changes sign under the isospin rotation above, because $\tau_3\to-\tau_3$. A correlator of two charged pseudoscalar densities $P=\bar\chi\gamma_5\tau_1\chi$ does not, so a single insertion of that term vanishes. With tree-level coefficients, the correlator's linear error is proportional to $\cos\omega$.

## A numerical case with gauge fields

The following model keeps the symmetry argument but is much smaller than QCD. It has two dimensions, spatial length $L$, time extent $2L$ and $ML=3$. The gauge average runs over three smooth U(1) fields with time component

$$A(x)=\frac cL\left[\sin\frac{2\pi x}{L}+\frac12\cos\frac{4\pi x}{L}\right],\qquad c=0,1,2,$$

weighted by $e^{-c^2/2}$ times the two-flavour determinant. There are no rough gauge fluctuations, so $m_c=0$ up to $O(a)$. The model therefore tests neither the tuning of $m_c$ nor the input about the vacuum. The observable is $X=\ln[C(L/2)/C(L)]$, where $C(t)$ is the magnitude of the $PP$ correlator from a point source, summed over space.

Between $L/a=16$ and $48$, $X$ moves from 2.143 to 2.290 without twist, but only from 2.3784 to 2.3749 at maximal twist. A cubic polynomial in $a/L$ through the four lattices $L/a=16,24,32,48$ gives continuum limits of 2.3746 and 2.3747. The coefficients of $a/L$ are

- $-4.275$ without twist,
- $-2.147$ at $60^\circ$,
- $-0.011$ at maximal twist.

The second is 0.502 of the first, against $\cos60^\circ=0.5$. The third is about 0.2% of the first. The test required it to be below 5%, to allow for the truncated fit and possible $a^2\ln a$ terms. The last digits depend on the fit. A cubic through $L/a=32,48,64,80$ gives $-4.283$ without twist and $-0.0055$ at maximal twist, with both limits at 2.3746; the maximal-twist residue shrinks on finer lattices, as an $a^2\ln a$ term would make it. Half the difference between $m_0$ and $-m_0$, which by $R$ is the part odd in $r$, gives $-4.282$ without twist and $-2.141$ at $60^\circ$, a ratio of 0.500.

The size of the untwisted coefficient can be estimated from a free quark at zero momentum. Quark and antiquark each contribute an energy $E$, and propagation both ways round the time direction gives $C(t)\propto\cosh[2E(L-t)]$. Hence $X=\ln\cosh(EL)$, and the shift $\delta E=-aM^2/2$ yields

$$\delta X=L\,\delta E\,\tanh(ML)=-\tfrac92\tanh(3)\,\frac aL\simeq-4.5\,\frac aL .$$

Nonzero momenta and the gauge fields correct this in opposite directions: the momenta alone move the coefficient from $-4.48$ to $-4.57$, and the gauge average brings it to $-4.28$. At maximal twist these matter more. The energy shift of a free quark, $-a^2M^3/24$, would lower $X$ by about $1.1\,(a/L)^2$, whereas at $L/a=16$ the computed $X$ lies above its fitted limit by $0.0037$ to $0.0038$, depending on the fit, or roughly $(a/L)^2$. Nonzero momenta alone, without a gauge field, already turn the $-1.1$ into $+0.7$. The symmetry fixes the power of $a$, not the sign or size of its coefficient.

Next, mistune the mass by $m_0=4a/L^2$. The linear coefficient stays small, at $-0.010$. Squaring the free formula gives $E^2\simeq(\mu^2+m_0^2)/(1+am_0)$ to the order needed, so the mistuning changes $EL$ by

$$3\left[\frac12\cdot\frac{16}{9}-\frac12\cdot4\right]\frac{a^2}{L^2}\simeq-3.3\,\frac{a^2}{L^2}.$$

The first term contains two powers of the mistuning; the second combines one power with the Wilson term. Each is a product of two $R$-odd factors and is therefore allowed. At $L/a=16$ the computed change is $2.3668-2.3784=-0.0116$, or $-3.0\,(a/L)^2$.

## What remains at order $a$

With $A_2=\bar\chi\gamma_2\gamma_5\tau_1\chi$, where direction 2 is time, the correlator $\langle A_2P\rangle$ is $R$-odd: $A_2$ is even and $P$ is odd. At maximal twist its ratio to $\langle PP\rangle$ at $t=L/2$ is 0.0842, 0.0566, 0.0425 and 0.0284 on the four lattices. Multiplied by $L/a$, these become 1.35, 1.36, 1.36 and 1.36. The ratio vanishes linearly.

A free quark shows why. At the forward pole the numerator of its propagator is $N=\gamma_2s+w-ia\mu\gamma_5$, with $s=\sinh aE$ and $w=1-\cosh aE=-(a\mu)^2/2$. The pole condition reads $s^2=w^2+(a\mu)^2$. Using $\gamma_5$-hermiticity for the returning quark, the ratio is

$$-\frac{\mathrm{tr}\,\gamma_2NN^\dagger}{\mathrm{tr}\,NN^\dagger}=-\frac{2sw}{s^2+w^2+(a\mu)^2}=-\frac ws\simeq\frac{a\mu}{2}.$$

This equals $1.5\,a/L$ here. Backward propagation multiplies it by only $\tanh(ML)\simeq0.995$; the rest of the difference from the computed $1.36\,a/L$ comes from nonzero momenta and the gauge fields. The term $w$ is the Wilson term itself: it enters once and leaves a linear effect. Improvement at maximal twist is thus a property of $R$-even observables.

## Why the determinant is bounded

The lattice derivative $\nabla_\mu+\nabla_\mu^*$ is antihermitian, and $\gamma_5$ anticommutes with $\gamma_\mu$. The Wilson term is hermitian and commutes with $\gamma_5$. Together these give $\gamma_5D_W^\dagger\gamma_5=D_W$, so $Q=\gamma_5(D_W+m_0)$ is hermitian, with real eigenvalues $q$.

The two flavours have opposite twisted masses, and $D_W+m_0\pm i\mu\gamma_5=\gamma_5(Q\pm i\mu)$. Since $(\det\gamma_5)^2=1$,

$$\det{}_{\rm doublet}=\det(Q+i\mu)\det(Q-i\mu)=\prod_q(q^2+\mu^2)\ge\mu^{2N},$$

where $N$ is the one-flavour matrix dimension and lattice units are used. The result holds for each gauge field and any $m_0$. One flavour alone has $|\det(Q+i\mu)|\ge\mu^N$, but its determinant is generally complex; the second flavour cancels the phase.

In the random SU(3) field, $N=16\times12=192$. With $m_0=0.3$ and $\mu=0.2$, which was not tuned to maximal twist, the bound is $\ln\det\ge384\ln0.2=-618.0$. The actual value is 558.5, so the bound is far from saturated. Its practical content lies in single modes. From $(Q+i\mu)^\dagger(Q+i\mu)=Q^2+\mu^2$, no singular value is smaller than $\mu$, and no propagator norm exceeds $1/\mu$.

A two-dimensional $8\times8$ lattice with one unit of magnetic flux shows what this prevents. Its $D_W$ has a real eigenvalue 0.0485. At $m_0=-0.0485$ the untwisted operator has a zero mode: the smallest singular value is $5\times10^{-16}$, which is rounding error, and the one-flavour determinant changes sign there. With $\mu=0.1$ the smallest singular value is 0.1000, exactly the value $\sqrt{0+\mu^2}$ that the formula requires.

The protection weakens as $\mu\to0$, and in lattice units the floor $a\mu$ also falls as $a\to0$ at fixed physical mass. It is a bound at nonzero $\mu$ on a given finite lattice.

## Calculated quantities

```
4D random SU(3), 2^4 sites: one-flavour dimension N = 192
  m0 = 0.3, mu = 0.2 (lattice units)
  ln det of doublet = 558.5467, lower bound = -618.0242
  PP at (r,m0), (-r,-m0), (-r,m0): -8.175422e-03, -8.175422e-03, -2.141219e-02
2D one flux unit, 8x8: real eigenvalue = 0.048509 (1/a)
  smallest singular value at m0 = -eigenvalue, mu=0: 5.0e-16
  same with mu = 0.1: 0.100000 (1/a)
  one-flavour det sign below, above: -1, 1
Free quark E/M at aM = 0.1:
  twist 0 deg: 0.953102
  twist 60 deg: 0.975513
  twist 90 deg: 0.999584
Smooth-field model: M L = 3.0, mistuning m0 = 4.0 a/L^2
  field amplitudes c = (0.0, 1.0, 2.0)
  X at L/a = (16, 24, 32, 48)
  untwisted: 2.142848 2.212872 2.250398 2.289769
  twist 60 deg: 2.252709 2.290747 2.310713 2.331339
  maximal twist: 2.378396 2.376139 2.375407 2.374926
  maximal, mistuned: 2.366762 2.370967 2.372498 2.373634
  untwisted: limit 2.37455, coefficient of a/L -4.2750, effective order 0.827
  twist 60 deg: limit 2.37465, coefficient of a/L -2.1472, effective order 0.880
  maximal twist: limit 2.37469, coefficient of a/L -0.0106, effective order 2.225
  maximal, mistuned: limit 2.37468, coefficient of a/L -0.0098, effective order 1.888
  linear coefficient ratio, 60 deg to untwisted: 0.5023
  field weights, maximal twist, L/a=48: 0.6351 0.3224 0.0425
  odd ratio AP/PP at L/2, maximal twist: 0.084160 0.056584 0.042549 0.028414
  AP/PP at L/2, untwisted: -0.963052 -0.964559 -0.965221 -0.965794
```
